# Does zero net uptake mean zero sticking? A comment

**The argument under review**

The argument concerns a Ni(111) surface exposed to CO at \(10^{-6}\) Torr, with gas and surface both at 390 K. Its premise is that the coverage first rises and then stays constant while about half of the adsorption sites are still empty. From this it concludes that the sticking probability has fallen to zero, and that the remaining sites must be inactive.

The premise can be accepted for the sake of discussion. The question is whether the conclusion follows. A constant coverage says that the number of bound molecules has stopped changing. Does it also say that arriving molecules have stopped binding?

**Two quantities under one name**

Let \(F\) be the number of molecules striking unit area per unit time, \(n\) the number of adsorption sites per unit area, and \(\theta\) the fraction of sites that are filled. The sticking probability \(s\) is the chance that an arriving molecule becomes bound, whatever happens to it later. The net uptake per arrival is

\[
S_{\rm net}=\frac{\text{molecules bound}-\text{molecules desorbed}}{\text{molecules arrived}}
=\frac{n}{F}\frac{d\theta}{dt}.
\]

A measurement of mass gain, or of gas consumed, gives \(S_{\rm net}\). This quantity is negative when a layer shrinks under gas, so it cannot be a probability. The argument measures \(S_{\rm net}\) and draws its conclusion about \(s\). The two agree when desorption is negligible, and that has to be examined.

**The rate balance**

I use the Langmuir model: equivalent sites, at most one molecule on each, no interaction between bound molecules, and no dissociation. A molecule that hits an empty site binds with probability \(s_0\); one that hits a filled site returns to the gas. Since a fraction \(1-\theta\) of the sites is empty,

\[
s(\theta)=s_0(1-\theta).
\]

The arrival rate follows from the Maxwell distribution of the velocity component \(v\) towards the surface. With \(p/k_BT\) gas molecules of mass \(m\) per unit volume,

\[
F=\frac{p}{k_BT}\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}\,dv .
\]

The integral equals \(k_BT/m\), so

\[
F=\frac{p}{\sqrt{2\pi mk_BT}} .
\]

Each site receives \(h=F/n\) hits per unit time. Each bound molecule desorbs at the rate \(k_d=\nu e^{-E/k_BT}\), where \(E\) is the desorption energy and \(\nu\) a frequency prefactor. Gain minus loss gives

\[
\frac{d\theta}{dt}=s_0h(1-\theta)-k_d\theta .
\]

The coverage is constant when the right-hand side vanishes, that is, when \(s_0h=(s_0h+k_d)\theta\). With \(x=s_0h/k_d\),

\[
\theta_{\rm eq}=\frac{s_0h}{s_0h+k_d}=\frac{x}{1+x}.
\]

The net uptake per arrival is the rate equation divided by \(h\):

\[
S_{\rm net}=s_0(1-\theta)-\frac{k_d\theta}{h}
=s_0\left[1-\theta\left(1+\frac{k_d}{s_0h}\right)\right].
\]

The inner bracket is \(1+1/x=1/\theta_{\rm eq}\). Hence

\[
S_{\rm net}(\theta)=s_0\left(1-\frac{\theta}{\theta_{\rm eq}}\right),
\qquad
s(\theta_{\rm eq})=s_0(1-\theta_{\rm eq})=\frac{s_0}{1+x}.
\]

At \(\theta_{\rm eq}\) the first expression is zero and the second is not, for any finite \(x\) and nonzero \(s_0\). The conclusion under review therefore does not follow. Constant coverage requires two one-way rates to be equal; it does not require either to vanish.

In this model the second conclusion, about inactive sites, fails for a related reason. Both \(s\) and \(S_{\rm net}\) start at \(s_0\) and fall linearly with coverage, but \(s\) reaches zero at \(\theta=1\) and \(S_{\rm net}\) at \(\theta=\theta_{\rm eq}\). Reading the second intercept as the capacity of the surface mistakes a balance point for a number of sites.

**Numbers for the case in dispute**

The parameters are rough typical values: \(s_0=0.8\), \(E=1.2\) eV and \(\nu=10^{15}\ {\rm s^{-1}}\). The primitive cell of the (111) face has area \(\sqrt3a^2/4\), so \(a=0.352\) nm gives \(1.864\times10^{15}\) Ni atoms per cm². With one site for every two of them, \(n=9.32\times10^{14}\ {\rm cm^{-2}}\). The flux formula gives \(F=3.36\times10^{14}\ {\rm cm^{-2}\,s^{-1}}\), and therefore

\[
h=\frac{3.361\times10^{14}}{9.319\times10^{14}}\ {\rm s^{-1}}=0.361\ {\rm s^{-1}},
\qquad s_0h=0.2885\ {\rm s^{-1}}.
\]

At 390 K, \(k_BT=0.03361\) eV, so

\[
k_d=10^{15}\,e^{-1.20/0.03361}\ {\rm s^{-1}}=0.311\ {\rm s^{-1}},
\qquad
x=\frac{0.2885}{0.3112}=0.927 .
\]

The coverage and the sticking probability at zero net uptake are

\[
\theta_{\rm eq}=\frac{0.927}{1.927}=0.481,
\qquad
s(\theta_{\rm eq})=0.8\times(1-0.481)=0.415 .
\]

About two arriving molecules in five bind while the coverage stands still. The gain per site is \(0.4151\times0.3606=0.150\ {\rm s^{-1}}\), and the loss is \(0.3112\times0.4811=0.150\ {\rm s^{-1}}\). Per unit area, \(1.4\times10^{14}\) molecules per cm² bind each second and as many leave.

The two quantities already differ while the layer is growing. At half the equilibrium coverage, \(\theta=0.241\), the sticking probability is 0.608 but the net uptake per arrival is 0.400. The difference, 0.208, is the desorption term \(k_d\theta/h\).

A simulation of 40,000 independent sites, with random hits and random desorption at these rates, shows the same balance as a count. In 30 s after equilibration it recorded 430,710 hits, 179,521 bindings and 179,553 departures. The net uptake per hit was \(-0.00007\), while the fraction of hits that bound was 0.417. The number of hits is itself an unusual draw: the mean expected is \(0.3606\times30\times40{,}000\approx432{,}700\), with a statistical scatter of about 660, so the count is some three standard deviations low. The counted sticking, a ratio of two random counts, differs from the model value by 0.4%.

**Why the uptake curve is misleading**

The rate equation can be written as

\[
\frac{d\theta}{dt}=\frac{\theta_{\rm eq}-\theta}{\tau},
\qquad \frac1\tau=s_0h+k_d ,
\]

because \(\theta_{\rm eq}/\tau=s_0h\). The distance from equilibrium decays exponentially. Starting from a bare surface,

\[
\theta(t)=\theta_{\rm eq}\left(1-e^{-t/\tau}\right).
\]

Inserting this in the two expressions for uptake and sticking gives

\[
S_{\rm net}(t)=s_0e^{-t/\tau},
\qquad
s(t)=s_0(1-\theta_{\rm eq})+s_0\theta_{\rm eq}e^{-t/\tau}.
\]

The net signal dies away completely; the sticking probability levels off. Here \(\tau=1.67\) s, so after 10 s the net uptake per arrival is \(0.8\,e^{-10/1.668}\approx0.002\), while \(s\) has settled near 0.415.

The curve also hides the time scale of exchange. Since \(s_0h=xk_d\), one has \(1/\tau=k_d(1+x)=k_d/(1-\theta_{\rm eq})\). The coverage therefore settles faster than the molecules in the layer are replaced: the mean residence time is \(1/k_d=3.21\) s. When the curve first looks flat, some of the molecules that bound during the rise are still present, and their replacement continues without any net signal.

**Measurements that would decide whether sticking has stopped**

The three tests below show whether arriving molecules still bind. They do not by themselves show that every empty site is active. If only a fraction \(f\) of the sites can bind, the gain term becomes \(s_0h(f-\theta)\) and the loss term is unchanged, so uptake still restarts at higher pressure and tagged molecules still enter by the same law.

*Raise the pressure.* Suppose the pressure is doubled suddenly at fixed temperature. The coverage has had no time to change, so \(s\) is still 0.415. The desorption term \(k_d\theta/h\), which was also 0.415, is halved because \(h\) has doubled. Uptake restarts with

\[
S_{\rm net}=0.415-\frac{0.415}{2}\approx0.21 .
\]

If the sticking probability had really been zero at this coverage, more arrivals could not have started any uptake. The new balance has \(x=2\times0.927=1.854\) and \(\theta_{\rm eq}=1.854/2.854=0.65\). The number of empty sites, which the argument calls inactive, would fall by about a third.

*Tag the gas.* Replace the gas by tagged molecules at the same pressure, assuming that the tag alters none of the rates and that desorbed molecules are pumped away before they can return to the surface. The untagged molecules in the layer are no longer replenished, so their coverage obeys \(d\theta_u/dt=-k_d\theta_u\) and decays as \(\theta_{\rm eq}e^{-k_dt}\). The total coverage stays at \(\theta_{\rm eq}\), so the tagged share of the layer is

\[
1-\frac{\theta_u}{\theta_{\rm eq}}=1-e^{-k_dt}.
\]

After one residence time this is 0.632. In the simulation it was 0.637, while the total coverage went from 0.482 to 0.478, a change within the sampling scatter. With zero sticking, no tagged molecule would have entered the layer.

*Remove the gas.* In this model, immediately after shut-off the gain term is gone but the loss term is unchanged. The initial loss rate is \(k_d\theta_{\rm eq}\), which equalled the gain rate \(s(\theta_{\rm eq})h\) just before. Hence

\[
s(\theta_{\rm eq})=\frac{1}{h}\left|\frac{d\theta}{dt}\right|_{\text{just after shut-off}} .
\]

In the simulation, the loss over half a residence time, 1.6 s, was converted to an initial rate through the exponential decay law. The result was \(s=0.410\), about 1% below the model value. In a real chamber the gas must disappear in a time short compared with \(1/k_d\), and faster still if \(x\) is very large; otherwise renewed adsorption makes the loss, and hence the inferred \(s\), too small.

**When the original inference would be acceptable**

For \(x\gg1\), \(\theta_{\rm eq}\to1\) and \(s(\theta_{\rm eq})\approx s_0/x=k_d/h\). The surface is nearly full, the desorption rate of a bound molecule is small compared with the rate of hits on a site, and in the Langmuir model zero net uptake does mean almost zero sticking. The mobile precursor of the next section can keep sticking appreciable even on a nearly full surface. The reverse can also happen. If a bound molecule blocks its neighbouring sites, as in a real CO layer, the coverage is capped well below one molecule per Ni atom, while the balance \(sh=k_d\theta\) still gives \(s=s_0\theta/x\), which is small for large \(x\). With sites counted one per Ni atom, a plateau with half or more of them empty can then have almost zero sticking, the empty sites being blocked by their neighbours. The choice of one site per two Ni atoms builds such a cap into \(n\), and "half empty" in this text is counted against it. For \(x\ll1\), \(\theta_{\rm eq}\approx x\) and \(s(\theta_{\rm eq})\approx s_0\). Nearly every site is empty, and molecules bind almost as readily as on the bare surface, but their residence time \(1/k_d\) is short compared with the mean time \(1/(s_0h)\) that an empty site waits to be filled.

The following values hold the pressure, \(s_0\), \(E\) and \(\nu\) fixed and keep gas and surface equally hot. Every row has zero net uptake.

| \(T\) (K) | \(\theta_{\rm eq}\) | \(s(\theta_{\rm eq})\) |
|---|---|---|
| 300 | 0.99998 | 0.000017 |
| 360 | 0.950 | 0.040 |
| 390 | 0.481 | 0.415 |
| 420 | 0.065 | 0.748 |
| 450 | 0.007 | 0.794 |

At 300 K the conclusion that sticking has stopped would have been nearly correct in this non-interacting model; a repulsion that lowers the desorption energy by \(0.3\,\theta\) eV would instead give \(\theta_{\rm eq}=0.81\) and \(s=0.16\) there. At 450 K it would have assigned zero sticking to a surface that binds 79% of the arriving molecules. The reading \(S_{\rm net}=0\) is the same in both cases, so by itself it cannot determine \(s\). Further information is needed, such as the number of molecules desorbing per unit area and time, together with the flux, or, in this model, \(s_0\) and the plateau coverage.

The word "equilibrium" also needs care. It requires gas and surface to share one temperature. If the gas is at 300 K and the surface stays at 390 K, with pressure and \(s_0\) unchanged, the layer reaches a steady state instead. The larger flux of the colder gas shifts the coverage to 0.514 and the sticking probability to 0.389, but the reasoning about zero net uptake is unchanged.

**A possible objection: mobile precursors**

The authors might reply that \(s_0(1-\theta)\) is too simple, because a molecule may first be trapped in a weakly held, mobile state and search for an empty site. This changes the number but does not rescue the argument.

Let an arriving molecule be trapped with probability \(\alpha\). While trapped, it binds at rate \(k_c(1-\theta)\) or returns to the gas at rate \(k_p\). Its chance of binding is the binding rate divided by the total rate. With \(K=k_p/(k_c+k_p)\), dividing numerator and denominator by \(k_c+k_p\) gives

\[
c=\frac{k_c(1-\theta)}{k_c(1-\theta)+k_p}
=\frac{(1-K)(1-\theta)}{1-\theta+K\theta}.
\]

On the bare surface \(c=1-K\), so \(s_0=\alpha(1-K)\), and

\[
s(\theta)=\alpha c=\frac{s_0(1-\theta)}{1-\theta+K\theta}.
\]

A bound molecule must leave through the same mobile state. It enters that state at rate \(k_r\) and escapes to the gas with probability \(1-c=K/(1-\theta+K\theta)\); otherwise it binds again, which counts neither as desorption nor as a new arrival. Writing \(k_d=k_rK\) for the low-coverage desorption rate, the balance is

\[
\frac{s_0h(1-\theta)}{1-\theta+K\theta}
=\frac{k_d\theta}{1-\theta+K\theta}.
\]

The common denominator cancels. At fixed \(s_0\), \(h\) and \(k_d\), the equilibrium coverage is therefore the Langmuir value, while both one-way rates are larger. For \(K=0.2\) the denominator is \(0.519+0.2\times0.481=0.615\), and the sticking probability at zero net uptake rises from 0.415 to \(0.4151/0.615=0.675\). The same coverage, with the same absence of net uptake, is compatible with quite different sticking probabilities.

**How far the numbers can be trusted for real CO on nickel**

The parameters lie in the range expected for CO on Ni(111), but they are rough, and the coverage depends on them strongly. Changing \(E\) alone to 1.15 or 1.25 eV gives coverages of 0.17 or 0.80, and sticking probabilities of 0.66 or 0.16. A real CO layer also breaks the assumption of no interaction: crowded molecules repel one another and desorb more easily. A mean-field estimate that lowers the desorption energy in proportion to \(\theta\), by 0.1 eV at full site coverage, moves \(\theta_{\rm eq}\) from 0.48 to 0.28 and \(s\) from 0.42 to 0.57. Collisions in the gas are unimportant here: for a rough molecular diameter of 0.38 nm the mean free path is about 63 m, far longer than a laboratory chamber. The value 0.415 is thus a property of the stated model, not a prediction for a particular crystal. In these variants sticking remains well above zero when net uptake vanishes, but somewhat larger changes remove it: \(E=1.35\) eV gives \(x\approx80\) and \(s\approx0.010\), and \(\nu=10^{13}\ {\rm s^{-1}}\) with \(E=1.2\) eV gives \(x\approx93\) and \(s\approx0.009\), both on a nearly full layer.

**Requested correction**

The statement that sticking has ceased should be replaced by the statement that adsorption and desorption have become equal. The claim of inactive sites should be withdrawn unless separate evidence supports it. A plateau coverage that does not change with pressure would not be enough: sites that hold molecules only briefly can stay almost empty over a range of pressures and still be active. If a sticking probability at the plateau is wanted, it can be obtained from tagged exchange or from the initial loss after shut-off, under the conditions stated for those measurements. The rates must then be measured rather than taken from the Langmuir laws. With a precursor or with repulsion the loss rate per molecule falls as the layer thins, so the exponential conversion of a finite loss gives too small an \(s\), and the rate constant of tagged exchange is larger than the low-coverage \(k_d\). The numerical output below gives the values used here.

## Table of computed values

```
INPUTS (rough typical values for CO on Ni(111))
pressure = 1.0e-06 Torr
gas and surface temperature = 390 K
molecular mass = 28.010 u
bare-surface sticking s0 = 0.80
desorption energy = 1.20 eV
desorption prefactor = 1.0e+15 1/s
Ni lattice constant = 0.352 nm
surface Ni atoms per site = 2
BALANCE
thermal energy kB*T = 0.03361 eV
surface Ni density = 1.864e+15 1/cm2
site density n = 9.319e+14 1/cm2
gas flux F = 3.361e+14 1/(cm2 s)
hits per site h = 0.3606 1/s
binding rate per empty site s0*h = 0.2885 1/s
desorption rate kd = 0.3112 1/s
ratio x = 0.9272
equilibrium coverage = 0.4811
sticking at zero net uptake = 0.4151
adsorption per site = 0.1497 1/s
desorption per site = 0.1497 1/s
one-way adsorption = 1.395e+14 1/(cm2 s)
relaxation time tau = 1.668 s
mean residence time 1/kd = 3.214 s
half-equilibrium coverage = 0.2406
there: sticking = 0.6076
there: net uptake = 0.4000
SIMULATION
sites = 40000, counting time = 30 s
coverage after tau from bare = 0.3042
hits = 430710, bound = 179521, left = 179553
counted sticking = 0.4168
counted net uptake = -0.00007
coverage before tagged gas = 0.4823
coverage after 1/kd of tagged gas = 0.4775
tagged share after 1/kd = 0.6373
sticking from gas shut-off = 0.4095
TEMPERATURE SERIES (gas and surface equally hot)
300 K: kd=6.93e-06 1/s, coverage=0.99998, s=1.69e-05
360 K: kd=1.59e-02 1/s, coverage=0.94979, s=4.02e-02
390 K: kd=3.11e-01 1/s, coverage=0.48111, s=4.15e-01
420 K: kd=3.99e+00 1/s, coverage=0.06519, s=7.48e-01
450 K: kd=3.64e+01 1/s, coverage=0.00733, s=7.94e-01
NEGLECTED EFFECTS
repulsion at full coverage = 0.10 eV
with it: coverage=0.2845, s=0.5724
precursor K=0.2: coverage=0.4811, s=0.6749
energy 1.15 eV: coverage=0.1732, s=0.6615
energy 1.25 eV: coverage=0.8041, s=0.1567
gas at 300 K: coverage=0.5139, s=0.3889
rough molecular diameter = 0.38 nm
gas mean free path = 63.0 m
```
